Where dielectric saturation halves water's permittivity near a monovalent ion

**Definitions and conventions**

A point ion of charge e sits in water at temperature T. E is the macroscopic field, P the polarization and D = ε₀E + P the displacement. The permittivity is the ratio

ε(E) = D/(ε₀E),

with zero-field value εₛ. The distance sought, r_h, is the one at which ε = εₛ/2. The differential permittivity (1/ε₀)dD/dE is a different quantity and is treated separately.

N is the number density of molecules, μ their permanent dipole moment and n the refractive index, so that n² is the permittivity left when the permanent dipoles cannot respond. The Langevin function is L(x) = coth x − 1/x.

The water is taken as an isotropic continuum of fixed density whose permittivity at each point depends on the field there. Other ions are far away. Distances are in Å and fields in MV/cm; for arithmetic, 1 MV/cm = 0.01 V/Å. The rough typical inputs are εₛ = 78, n = 1.33 and 1000 kg/m³ at 298 K, which give n² = 1.769 and N = 0.03343 Å⁻³.

**Back-of-envelope estimate**

Alignment of the dipoles cannot supply more polarization than about

P_max = Nμ(n²+2)/3,

where the last factor is the electronic enhancement derived below. With μ = 2.014 D = 0.419 e·Å, also fixed below, P_max = 0.03343 × 0.419 × 1.256 = 0.0176 e/Å².

A simple interpolation between linear response and saturation is P = P_max u/(1+u), with u proportional to E. Then P/E is halved at u = 1, where P = P_max/2. Since ε is still large there, D ≈ P. Gauss's law, D = e/(4πr²), gives

r ≈ [e/(2πP_max)]^(1/2) = (2π × 0.0176)^(−1/2) Å ≈ 3.0 Å.

The interpolation was a guess. Booth's equation replaces it by a molecular model.

**Electronic polarization and the directing field**

Let m be the mean component of a permanent dipole along E, and α the electronic polarizability expressed as a volume. In the Lorentz local field E + P/(3ε₀),

P = Nαε₀[E + P/(3ε₀)] + Nm.

Collecting P gives P(1 − Nα/3) = Nαε₀E + Nm. With m = 0 the permittivity must be n², so n² − 1 = Nα/(1 − Nα/3). Solving, Nα = 3(n²−1)/(n²+2), and therefore 1 − Nα/3 = 3/(n²+2). Hence

P = ε₀(n²−1)E + Nm(n²+2)/3,

ε = n² + Nm(n²+2)/(3ε₀E).  (1)

To find the field that turns the dipoles, place a small cluster in a sphere of radius R and permittivity n², surrounded by liquid of permittivity ε. The potential is −Ar cosθ inside and −Er cosθ + B cosθ/r² outside. Continuity of the potential and of the normal displacement at R requires

A = E − B/R³,  n²A = ε(E + 2B/R³).

Substituting B/R³ = E − A in the second condition gives n²A = ε(3E − 2A), so

A = 3εE/(2ε+n²).

The Lorentz field at a molecule inside is A(n²+2)/3. For ε ≫ n² the cavity factor tends to 3/2, and the directing field becomes

G = (n²+2)E/2.

This takes the cavity result of a linear, uniform medium into a saturated one. It also assumes that the field returned by the surroundings is parallel to the cluster's moment and exerts no torque. Both are assumptions of the model.

**The cluster of five molecules**

A central molecule is bonded to four neighbours along tetrahedral unit vectors bᵢ, with bᵢ·bⱼ = −1/3. It donates hydrogen along b₁ and b₂ and accepts along b₃ and b₄. Its dipole direction is u₀ = (b₁+b₂)/|b₁+b₂|, where |b₁+b₂|² = 2 − 2/3 = 4/3. Its component along bond i is therefore sᵢ/√3, with sᵢ = +1 for donated and −1 for accepted bonds.

Each neighbour's dipole has the same component sᵢ/√3 along its bond, because its lone pair faces the centre in a donated bond and its hydrogen does so in an accepted one. Rotation about the bond is taken as free, so the perpendicular part averages to zero. Then:

- The centre and any neighbour have mean scalar product μ²sᵢ²/3 = μ²/3.
- Two neighbours have mean scalar product μ²(sᵢsⱼ/3)(−1/3). The two like pairs give −μ²/9 each and the four unlike pairs +μ²/9 each, in total 2μ²/9.

For the total moment M,

⟨μ₀·M⟩ = μ²(1 + 4/3) = 7μ²/3,

⟨M²⟩ = μ²(5 + 2·4/3 + 2·2/9) = 73μ²/9.

Booth's form treats the cluster as rigid, with M equal to its rms value √73 μ/3. For x = MG/(kT), the Boltzmann average of the cosine c between M and the field is

⟨c⟩ = ∫c e^{xc}dc / ∫e^{xc}dc = d ln(2 sinh x/x)/dx = L(x),

with both integrals from −1 to 1. Inserting M and G gives

x = βE,  β = √73 μ(n²+2)/(6kT).

The central dipole's projection on M is (7μ²/3)/(√73 μ/3) = 7μ/√73, so m = (7μ/√73)L(βE). Equation (1) becomes Booth's equation,

ε(E) = n² + 7Nμ(n²+2)L(βE)/(3√73 ε₀E).  (2)

**Weak and strong fields**

For small x, L(x) ≈ x/3, and (2) gives

εₛ − n² = 7Nμ²(n²+2)²/(54ε₀kT).  (3)

Dividing (2) by (3) removes the prefactors:

ε = n² + (εₛ−n²)·3L(x)/x.  (4)

The next term, 3L(x)/x ≈ 1 − x²/15, shows that the first loss of permittivity grows as E². Far from the ion E falls as 1/r², so the loss falls as 1/r⁴.

In strong fields L → 1 and D → ε₀n²E + P_s, with P_s = (7/√73)P_max = 0.0144 e/Å². The ion's displacement equals P_s at r = (4π × 0.0144)^(−1/2) Å ≈ 2.35 Å. Closer in, alignment cannot supply D, and the remainder must come from ε₀n²E. The field therefore rises steeply, from 2.7 MV/cm at 3 Å to 59 MV/cm at 2 Å, where ε is only 6.1.

**The halving distance**

Spherical symmetry and Gauss's law fix D = e/(4πr²) whatever the permittivity. At halving, (4) requires

3L(x_h)/x_h = (εₛ/2 − n²)/(εₛ − n²).  (5)

L is concave for x > 0 and starts from zero, so L(x)/x decreases and the root is unique. With E = x_h/β,

e/(4πr_h²) = ε₀(εₛ/2)(x_h/β),

r_h = [eβ/(2πε₀εₛx_h)]^(1/2).  (6)

For the numbers, use kT = 0.02568 eV and ε₀ = 0.005526 e/(V·Å). Equation (3) gives

μ² = 54 × 0.005526 × 0.02568 × 76.23/(7 × 0.03343 × 3.769²) = 0.1757 e²Å²,

so μ = 0.419 e·Å = 2.014 D. This is an effective moment chosen to reproduce εₛ. Then

β = 8.544 × 0.419 × 3.769/(6 × 0.02568) ≈ 87.6 Å/V = 0.876 cm/MV.

The right side of (5) is 37.23/76.23 = 0.4884, whose root is x_h = 4.886. The halving field is 4.886/0.8762 = 5.58 MV/cm, or 0.0558 V/Å. With e/(4πε₀) = 14.40 V·Å,

r_h = [14.40/(39 × 0.0558)]^(1/2) Å ≈ 2.57 Å = 0.257 nm.

Solving Gauss's law numerically at each radius and searching for ε = 39 gives the same distance. The two largest corrections estimated below, free rotation in the cluster and electrostriction, both shorten this distance. Applied together they give about 2.2 Å, so the result is uncertain by a few tenths of an ångström even within a local continuum model with this β; a larger β moves it the other way, as shown below.

The field must be the saturated one. If E were taken as e/(4πε₀εₛr²), the factor εₛ/2 in the Gauss condition would be replaced by εₛ, and the distance would come out √2 too small, at 1.82 Å.

**Comparison with the envelope**

The envelope put the mean alignment at halving at 0.5. Booth's equation gives m/μ = (7/√73)L(4.886) = 0.652. The larger polarization requires a larger D, hence a smaller radius: 3.0 Å × (0.5/0.652)^(1/2) ≈ 2.6 Å. The term ε₀n²E, which the envelope omitted, accounts for the small remaining difference.

**The differential permittivity**

From (4), D = ε₀[n²E + 3(εₛ−n²)L(βE)/β]. Differentiating,

(1/ε₀)dD/dE = n² + 3(εₛ−n²)(1/x² − 1/sinh²x).

Because L is concave, its slope is below L/x, so this quantity halves at a weaker field and farther out: 2.42 MV/cm and 3.10 Å. The distance thus depends on which permittivity is meant.

**How far the estimate can be trusted**

*Rigid cluster.* Booth's form caps the central alignment at 7/√73 = 0.82. A freely rotating cluster has no such cap: u₀ has component sᵢ/√3 on each bond, so every neighbour can turn parallel to it. The full orientational average, with the same μ, gives alignment 0.75 instead of 0.65 at 5.58 MV/cm. Halving then needs a stronger field, and the distance falls to 2.33 Å. Refining the angular mesh from 6 to 8 angles per bond changes this by 2 × 10⁻⁵ Å.

*Cavity factor.* Keeping 3ε/(2ε+n²) finite, with μ refitted to εₛ, changes r_h by about 0.002 Å. That formula still assumes a linear, isotropic medium. In the saturating medium the response along the field is much weaker than across it, and solving the cavity problem there in a uniform applied field raises the factor to about 1.70 at the halving field. The dipoles are then better aligned at a given E, halving needs a stronger field, and r_h shortens by about 0.06 Å.

*Electrostriction.* At fixed E the free-energy density is f(N) − ∫D dE. Equal chemical potential throughout the liquid means that f′(N) rises by ∫(∂D/∂N)dE. Since dp = N df′, to first order

Δp = ε₀∫N(∂ε/∂N)E dE,

integrated from zero to the halving field. With n² following density through the Clausius–Mossotti relation, this is 96 MPa. A rough compressibility of 0.45 GPa⁻¹ turns it into a density rise of 4.3 percent. Applying that rise and keeping the target at ε = 39 moves the distance to 2.48 Å. The model probably overstates this effect: its weak-field N∂ε/∂N is 116, while the measured pressure dependence of water's permittivity gives about 80.

*Electrolyte.* In linear Debye–Hückel theory the potential varies as e^(−κr)/r, so the field is reduced by the factor (1+κr)e^(−κr). At 0.1 mol/L the Debye length 1/κ is 9.59 Å, and the reduction at r_h is 3.0 percent. Since r_h varies as the square root of the available displacement, it shrinks by about 1.5 percent. This is only a rough guide: at r_h the potential energy of a counterion is two to three times kT, beyond the linear regime, and counterions too large to come inside r_h would cause no reduction there.

*Temperature and β.* At 350 K, with μ and N held fixed, the model gives εₛ = 66.7 and a distance of 2.56 Å for halving that value. The change is small because β and εₛ − n² both vary as 1/T, leaving β/εₛ nearly constant in (6). Real water at 350 K has εₛ ≈ 62 and a density near 974 kg/m³; refitting μ to these values gives 2.62 Å, so the real shift is also small but of the opposite sign. At fixed εₛ, a β larger by a factor 1.5 would give 3.15 Å, and the value β ≈ 1.41 cm/MV often used for water would give 3.26 Å.

*Breakdown.* The halving field exceeds the rough pulsed breakdown strength of bulk water, of order 1 MV/cm. It extends over molecular distances only: the potential drop from r_h outward is 0.081 V. A unit charge moving outward from r_h therefore gains at most 0.081 eV. Starting from 2 Å, where the field is stronger, it would gain 0.21 eV, still far below the several eV needed for electronic excitation.

**The real liquid**

The inputs are typical of water near room temperature. One assumption that fails in real water at this distance is locality. The mean molecular spacing is 3.10 Å, and a sphere of radius r_h has the volume of only 2.4 molecules. A molecule of that width centred at r_h would reach from 1.02 to 4.13 Å, over which the local formula runs from ε = 2.2 to 73. For small monovalent ions the nearest oxygen atoms lie roughly 2 to 3 Å away, so r_h falls within the first hydration shell, where a permittivity at a point has no clear molecular meaning. A local model cannot say how far this moves the number.

Within the model, strong saturation is confined to about the first shell: ε has recovered to 73 at 4 Å and 76 at 5 Å. In a continuum treatment of an electrolyte, r_h is not a safe inner limit for the bulk permittivity: there the bulk value already gives a field too small by a factor of two. Within the model the true field is still about 1.3 times the bulk estimate at 3 Å and 1.07 times at 4 Å. Molecular structure, which the model omits, can extend the failure farther out. The numerical output lists the field and permittivity at six distances from 2 to 10 Å.

Computed results

```
Temperature: 298 K
Zero-field permittivity (rough input): 78
Refractive index (rough input): 1.33
Squared refractive index: 1.769
Mass density (rough input): 1000 kg/m3
Number density: 0.03343 per A^3
Cluster mean square moment: 8.1111 mu^2
Central dipole times cluster moment: 2.3333 mu^2
Dipole fitted to permittivity: 2.014 D
beta: 0.8762 cm/MV
Low-field permittivity, full cluster: 78.000
Half permittivity: 39.0
Required value of 3L(x)/x: 0.4884
x at half permittivity: 4.886
Field at half permittivity: 5.577 MV/cm
r_half, closed formula: 2.573 A
r_half, numerical Gauss law: 2.573 A
r from unsaturated field (mistake): 1.819 A
Field, differential halving: 2.424 MV/cm
r, differential halving: 3.098 A
At 2 A: field 58.818 MV/cm, permittivity 6.1
At 3 A: field 2.697 MV/cm, permittivity 59.3
At 4 A: field 1.239 MV/cm, permittivity 72.6
At 5 A: field 0.759 MV/cm, permittivity 75.8
At 7 A: field 0.379 MV/cm, permittivity 77.4
At 10 A: field 0.185 MV/cm, permittivity 77.9
Central alignment at E_half, Booth: 0.652
Central alignment at E_half, full cluster: 0.752
r_half, full cluster average: 2.326 A
Mesh shift, 6 to 8 angles per bond: -2.0e-05 A
r_half, finite cavity factor: 2.571 A
Compressibility (rough input): 0.45 per GPa
Electrostrictive pressure at r_half: 96 MPa
Density rise at r_half: 4.3 percent
r_half with that density: 2.477 A
Salt concentration: 0.1 mol/L
Debye length: 9.59 A
Field loss by salt at r_half: 3.0 percent
Warm temperature: 350 K
Model permittivity when warm: 66.7
r_half when warm: 2.561 A
r_half if beta is 1.5 times larger: 3.151 A
Potential drop from r_half outward: 0.0808 V
Mean molecular spacing: 3.10 A
Water molecules in r_half sphere by volume: 2.39
Near side of molecule centred at r_half: 1.02 A
Far side of molecule centred at r_half: 4.13 A
Permittivity at near side: 2.2
Permittivity at far side: 73.3
```
